\section*{Steady occupation of a vibration heated by bias in a nanojunction, part 1}

(Sections cited here and not found follow in the second part.)

\section{Problem}

A nanojunction carries one harmonic vibration of mass $m$ and frequency $\omega$. Its displacement is $x=x_0(b+b^\dagger)$ with $x_0=\sqrt{\hbar/2m\omega}$, and it modulates the one-electron Hamiltonian $H$ of the device region linearly:
\begin{equation}
H'=\sum_{ij}M_{ij}\,c_i^\dagger c_j\,(b+b^\dagger),\qquad M=x_0\,\frac{\partial H}{\partial x}=M^\dagger .
\end{equation}
The device is joined to two leads $\alpha=L,R$ at temperature $T$ with chemical potentials $\mu_{L}=+eV/2$ and $\mu_R=-eV/2$, measured from the Fermi energy. Here $e>0$, and in Gaussian units $V$ is in statvolt and $eV$ in erg; numbers are quoted in eV or meV. The electrons do not interact with one another, and spin contributes a factor 2. The displacement $x$ is measured from the position relaxed under the mean force of the electrons at zero bias, and $H$ and $\omega$ are taken at that position, with $\omega$ including the static electronic softening; $H'$ then acts only through the deviation of $c_i^\dagger c_j$ from its mean. This matters: in the model of (c) the half-filled level, $N=1$ with spin, would otherwise displace the mode by $MN/\hbar\omega=0.75$ in $b$ and lower the level by $2M^2N/\hbar\omega=56$ meV. The further change of $N$ under bias, about $0.024$ at $150$ meV, moves the level by about $1.3$ meV and is neglected. The mode is undamped in the sense that it has no bath other than the electrons. The coupling is weak, so that all vibrational rates are small against $\omega$, and the electronic states are taken to be unchanged by the bias and by the vibration.

(a) Write the rate equation for the mean number of quanta $\bar n$, with emission and absorption rates from the golden rule. (b) For electronic spectra that are flat over the energies in play, find the steady $\bar n$ at $T=0$ as a function of $eV$, and decide what fixes its slope. (c) Evaluate the result for a model with round parameters: $m=30$ u, $\hbar\omega=50$ meV, and one level at the Fermi energy with $\partial\varepsilon/\partial x=1$ eV/\AA, $\Gamma_L=1.5$ eV and $\Gamma_R=0.5$ eV, at $eV=150$ meV.

\section{First estimate by scaling}

A golden-rule rate is a squared matrix element times two densities of states times the width of the energy window that the Pauli principle leaves open, divided by $\hbar$. For a level of width $\Gamma=\Gamma_L+\Gamma_R$ the density of states is of order $1/\Gamma$, so every rate is of order $(M/\Gamma)^2\times\text{window}/\hbar$.

At $T=0$ an electron can emit a quantum only if it starts in a filled state, below $\mu_L$, and ends $\hbar\omega$ lower in an empty state, above $\mu_R$. That window has width $eV-\hbar\omega$ and is closed for $eV<\hbar\omega$. A quantum is lost by lifting an electron from below a Fermi edge to above it, that is, by creating an electron--hole pair; at zero bias this window has width $\hbar\omega$. Assuming that the loss keeps this size under bias,
\begin{equation}
\gamma\sim\omega\Big(\frac{M}{\Gamma}\Big)^2,\qquad
\bar n\sim\frac{(M/\Gamma)^2(eV-\hbar\omega)/\hbar}{(M/\Gamma)^2\,\omega}=\frac{eV-\hbar\omega}{\hbar\omega}.
\label{est}
\end{equation}
For the model, $x_0=0.03733$ \AA\ and $M=37.328$ meV. With $\hbar=0.65821$ meV ps, $\omega=50/0.65821=75.96$ ps$^{-1}$, and $(M/\Gamma)^2=(37.328/2000)^2=3.48\times10^{-4}$. The estimates are $\gamma\sim0.026$ ps$^{-1}$ and $\bar n\sim(150-50)/50=2$. The argument leaves two things open: the numerical factors, and whether the damping really is independent of bias.

\section{Exact solution}

\subsection{Rates}

Since $b^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle$, the transition $n\to n+1$ carries the factor $n+1$ and the transition $n\to n-1$ the factor $n$. The rates are written $B(n+1)$ for emission by the electrons and $\mathcal A\,n$ for absorption.

The electronic states are scattering states, each filled with the Fermi function $f_\alpha(E)=f(E-\mu_\alpha)$ of the lead it comes from. Let $\phi_k$ be an eigenstate of the isolated lead $\alpha$ with energy $\varepsilon_k$, and $W$ the lead--device coupling. The Lippmann--Schwinger state is $\phi_k+\mathcal G(\varepsilon_k+i0)W\phi_k$, with $\mathcal G$ the Green function of the whole system. The vector $\phi_k$ has no part in the device, and $W\phi_k$ lies wholly in it, so the device part is $\psi_k=G\,W\phi_k$, where $G=[E-H-\Sigma_L-\Sigma_R]^{-1}$ is the device block of $\mathcal G$ and $\Sigma_\alpha(E)=\sum_{k\in\alpha}W\phi_k\phi_k^\dagger W^\dagger/(E+i0-\varepsilon_k)$. From $1/(y+i0)-1/(y-i0)=-2\pi i\,\delta(y)$,
\begin{equation}
\Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger)=2\pi\sum_{k\in\alpha}W\phi_k\phi_k^\dagger W^\dagger\,\delta(E-\varepsilon_k),
\end{equation}
and multiplying by $G$ on the left and $G^\dagger$ on the right gives
\begin{equation}
\sum_{k\in\alpha}\psi_k\psi_k^\dagger\,\delta(E-\varepsilon_k)=\frac{A_\alpha(E)}{2\pi},\qquad A_\alpha=G\,\Gamma_\alpha G^\dagger .
\label{spec}
\end{equation}

For emission from a filled state $k\in\alpha$ to an empty state $q\in\beta$ of the same spin, the golden rule reads
\begin{equation}
B=2\cdot\frac{2\pi}{\hbar}\sum_{\alpha\beta}\sum_{k\in\alpha,\,q\in\beta}|\psi_q^\dagger M\psi_k|^2 f_\alpha(\varepsilon_k)\,[1-f_\beta(\varepsilon_q)]\,\delta(\varepsilon_q-\varepsilon_k+\hbar\omega).
\end{equation}
Insert $1=\int dE\,\delta(E-\varepsilon_k)$, write $|\psi_q^\dagger M\psi_k|^2=\mathrm{Tr}[M\psi_k\psi_k^\dagger M\psi_q\psi_q^\dagger]$, and use (\ref{spec}) once at $E$ and once at $E-\hbar\omega$. The prefactor is $4\pi/[\hbar(2\pi)^2]=1/\pi\hbar$. Absorption differs only in the sign of $\hbar\omega$, so
\begin{equation}
\left.\begin{matrix}B\\ \mathcal A\end{matrix}\right\}=\frac{1}{\pi\hbar}\sum_{\alpha\beta}\int dE\;\mathrm{Tr}[MA_\alpha(E)MA_\beta(E\mp\hbar\omega)]\,f_\alpha(E)\,[1-f_\beta(E\mp\hbar\omega)] .
\label{full}
\end{equation}

\subsection{Rate equation}

The probability $P_n$ of $n$ quanta gains from the two neighbours and loses to them:
\begin{equation}
\dot P_n=Bn\,P_{n-1}+\mathcal A(n+1)P_{n+1}-[B(n+1)+\mathcal A n]P_n .
\label{master}
\end{equation}
Multiply by $n$ and sum. Shifting the index turns the first term into $B\sum(n+1)^2P_n$ and the second into $\mathcal A\sum(n-1)nP_n$. The $B$ terms combine to $(n+1)^2-n(n+1)=n+1$ and the $\mathcal A$ terms to $(n-1)n-n^2=-n$. Hence
\begin{equation}
\frac{d\bar n}{dt}=B(\bar n+1)-\mathcal A\bar n=B-(\mathcal A-B)\,\bar n ,
\label{rate}
\end{equation}
which with (\ref{full}) answers (a). Spontaneous emission $B$ is the source; stimulated emission cancels part of the absorption, and the net damping is $\mathcal A-B$. If $\mathcal A>B$, a mode that starts in its ground state follows
\begin{equation}
\bar n(t)=\bar n_\infty\big[1-e^{-(\mathcal A-B)t}\big],\qquad \bar n_\infty=\frac{B}{\mathcal A-B},
\end{equation}
as substitution in (\ref{rate}) confirms. Below, $\bar n$ means this steady value.

The whole steady distribution follows from the flux $\Phi_n=(n+1)(BP_n-\mathcal AP_{n+1})$, in terms of which (\ref{master}) is $\dot P_n=\Phi_{n-1}-\Phi_n$ with $\Phi_{-1}=0$. In the steady state every flux vanishes, so $P_{n+1}/P_n=r=B/\mathcal A$ and $P_n=(1-r)r^n$. Applying $r\,d/dr$ once and twice to $\sum r^n=1/(1-r)$ gives $\bar n=r/(1-r)$ and $\overline{n^2}=r(1+r)/(1-r)^2$. The variance is therefore $r/(1-r)^2=\bar n(\bar n+1)$, because $\bar n+1=1/(1-r)$. The distribution is a Boltzmann one with $r=e^{-\hbar\omega/kT_{\rm eff}}$ and $1/r=1+1/\bar n$, so $kT_{\rm eff}=\hbar\omega/\ln(1+1/\bar n)$.

\subsection{Flat spectra: the Fermi window}

Assume now that $A_\alpha(E)$ is constant from $\hbar\omega$ below the lower chemical potential to $\hbar\omega$ above the higher one, a range of width $|eV|+2\hbar\omega$, widened by a few $kT$ (the wide-band condition). The traces leave the integral as dimensionless numbers taken at the Fermi energy,
\begin{equation}
t_{\alpha\beta}=\mathrm{Tr}[MA_\alpha MA_\beta],\qquad t_{\rm tot}=\sum_{\alpha\beta}t_{\alpha\beta}=\mathrm{Tr}[MAMA],\qquad A=A_L+A_R .
\end{equation}
Substituting $E'=E\mp\hbar\omega-\mu_\beta$ brings each remaining integral to the form $F(x)=\int dE'\,f(E'-x)[1-f(E')]$ with $x=\mu_\alpha-\mu_\beta\mp\hbar\omega$. Put $y=e^{E'/kT}$ and $a=e^{x/kT}$. Then $f(E'-x)=a/(y+a)$, $f(E')=1/(y+1)$, $1-f(E')=y/(y+1)$, and
\begin{equation}
f(E'-x)-f(E')=\frac{a(y+1)-(y+a)}{(y+a)(y+1)}=\frac{(a-1)\,y}{(y+a)(y+1)}=\frac{a-1}{a}\,f(E'-x)[1-f(E')] .
\end{equation}
The integral of the left side vanishes at $x=0$ and has the $x$-derivative $-\int f'\,dE'=1$, so it equals $x$. Therefore
\begin{equation}
F(x)=\frac{x}{1-e^{-x/kT}} .
\end{equation}
With $u=x/kT$, $F(-x)=x/(e^u-1)$ and $F(x)=xe^u/(e^u-1)$. Four properties follow:
\begin{equation}
F(x)-F(-x)=x,\quad F(-\hbar\omega)=\hbar\omega\,n_B,\quad F(0)=kT,\quad F(x)\to x\,\theta(x)\ \ (T\to0),
\label{props}
\end{equation}
where $n_B=1/(e^{\hbar\omega/kT}-1)$ and $F(0)$ is the limit $x\to0$.

The trace is cyclic, so $t_{LR}=\mathrm{Tr}[(MA_L)(MA_R)]=\mathrm{Tr}[(MA_R)(MA_L)]=t_{RL}$; this step needs both spectral functions at the same energy. The rates become
\begin{align}
\pi\hbar B&=(t_{LL}+t_{RR})F(-\hbar\omega)+t_{LR}[F(eV-\hbar\omega)+F(-eV-\hbar\omega)],\label{B}\\
\pi\hbar\mathcal A&=(t_{LL}+t_{RR})F(\hbar\omega)+t_{LR}[F(eV+\hbar\omega)+F(-eV+\hbar\omega)].
\end{align}
In the difference, the intralead terms give $F(\hbar\omega)-F(-\hbar\omega)=\hbar\omega$. The interlead terms pair crosswise: $F(eV+\hbar\omega)-F(-eV-\hbar\omega)=eV+\hbar\omega$ and $F(\hbar\omega-eV)-F(eV-\hbar\omega)=\hbar\omega-eV$, which add to $2\hbar\omega$. Since $t_{LL}+t_{RR}+2t_{LR}=t_{\rm tot}$,
\begin{equation}
\mathcal A-B=\gamma_{eh}=\frac{\omega}{\pi}\,t_{\rm tot}.
\label{geh}
\end{equation}
For flat spectra the electron--hole damping depends neither on bias nor on temperature. The bias raises $\mathcal A$ and $B$ by the same amount, which justifies the assumption made in the estimate.

\subsection{Steady occupation and its slope}

Define $s=t_{LR}/t_{\rm tot}$, so that $(t_{LL}+t_{RR})/t_{\rm tot}=1-2s$. Dividing (\ref{B}) by $\pi\hbar\gamma_{eh}=\hbar\omega\,t_{\rm tot}$,
\begin{equation}
\bar n(V,T)=(1-2s)\,n_B+s\,\frac{F(eV-\hbar\omega)+F(-eV-\hbar\omega)}{\hbar\omega}.
\label{nT}
\end{equation}
At $V=0$ the second term is $2s\,n_B$ and $\bar n=n_B$, as equilibrium demands. At $T=0$, $n_B=0$, and of the two window functions only the one with argument $|eV|-\hbar\omega$ can be nonzero. Thus $B=t_{LR}(|eV|-\hbar\omega)\,\theta(|eV|-\hbar\omega)/\pi\hbar$ and
\begin{equation}
\bar n=s\,\frac{|eV|-\hbar\omega}{\hbar\omega}\,\theta(|eV|-\hbar\omega),\qquad
\frac{d\bar n}{d|eV|}=\frac{t_{LR}/\pi\hbar}{\gamma_{eh}}=\frac{s}{\hbar\omega}\quad(|eV|>\hbar\omega).
\label{main}
\end{equation}
This answers (b). The electron--hole damping is what makes the steady state exist and stands in the denominator of the slope, but it does not fix the slope alone: the slope is the emission coefficient $t_{LR}/\pi\hbar$ divided by $\gamma_{eh}$. Both are quadratic in $M$, so rescaling $M$ changes the time $1/\gamma_{eh}$ needed to reach the steady state and leaves $\bar n$ unchanged.

The share $s$ is bounded. Each $t_{\alpha\beta}$ is, by (\ref{spec}), a sum of squared moduli $|\psi_q^\dagger M\psi_k|^2$ with positive weights, so $t_{\alpha\beta}\ge0$, $t_{\rm tot}\ge2t_{LR}$ and $0\le s\le1/2$. The upper bound needs $t_{LL}=t_{RR}=0$, that is, $M$ connects only states coming from different leads; in a fully transmitting channel this is pure backscattering. It is reached, for example, in a perfect chain at band centre, wave number $k=\pi/2$ per site, when $M=\mathrm{diag}(M,-M)$ acts on two neighbouring sites: with $\psi_L\propto(1,e^{ik})$ and $\psi_R\propto(1,e^{-ik})$ one has $\psi_L^\dagger M\psi_L\propto M-M=0$, the same for $R$, and $\psi_R^\dagger M\psi_L\propto M(1-e^{2ik})=2M$. If instead $M$ is semidefinite, $M=\pm S^2$ with $S$ Hermitian, cyclicity gives $t_{\alpha\beta}=\mathrm{Tr}[(SA_\alpha S)(SA_\beta S)]$, a scalar product of Hermitian matrices. The Cauchy--Schwarz inequality and the inequality of the means give $t_{LR}\le\sqrt{t_{LL}t_{RR}}\le(t_{LL}+t_{RR})/2$, hence $t_{\rm tot}\ge4t_{LR}$ and $s\le1/4$.

For a single level all matrices are numbers, $A_\alpha=\Gamma_\alpha|G|^2$ and $t_{\alpha\beta}=M^2\Gamma_\alpha\Gamma_\beta|G|^4$, so
\begin{equation}
s=\frac{\Gamma_L\Gamma_R}{\Gamma^2},\qquad \gamma_{eh}=\frac{\omega}{\pi}M^2\Gamma^2|G|^4 .
\label{single}
\end{equation}
The factor $|G|^4$ cancels in $s$, which is therefore independent of the level energy, while $\gamma_{eh}$ involves the widths only through their sum. Two junctions with the same $\Gamma$, level energy and $M$ have the same damping and can have different slopes. As $\Gamma_R\to0$ the mode is still damped by the left lead but is no longer heated by the bias: $s\to0$ and (\ref{nT}) gives $\bar n=n_B$.

An external bath at zero temperature adds a downward rate $\gamma_dn$, that is $\mathcal A\to\mathcal A+\gamma_d$, and gives $\bar n=B/(\gamma_{eh}+\gamma_d)$. The law stays linear, the slope is multiplied by $\gamma_{eh}/(\gamma_{eh}+\gamma_d)$, and for $\gamma_d\gg\gamma_{eh}$ it is proportional to $M^2$.

This part has derived the rate equation and, for flat spectra at $T=0$, a steady $\bar n$ that rises linearly above $|eV|=\hbar\omega$ with slope $s/\hbar\omega$, set by the ratio of the emission coefficient to the electron--hole damping. What remains is to evaluate the result for the model, to examine where it fails, and to compare it with the scaling estimate.

All numerical values are calculated from the stated model.
